# Finite-temperature Huang-Rhys line shape of a single-mode multiphonon trap

## Result

A trap near a Si/SiO₂ interface changes its charge state, and the surrounding lattice relaxes. Suppose that one harmonic mode of frequency $\omega$ takes up the released energy, that its minimum shifts by $d$, and that its frequency stays the same. Let $p$ be the net number of phonons created. If the mode is initially in thermal equilibrium, the probability weight of the change $p$ is

$$W_p=e^{-S(2\bar n+1)}\left(\frac{\bar n+1}{\bar n}\right)^{p/2} I_{|p|}\!\left(2S\sqrt{\bar n(\bar n+1)}\right), \tag{1}$$

$$S=\frac{m\omega d^2}{2\hbar},\qquad \bar n=\frac{1}{e^{\hbar\omega/k_BT}-1}.$$

Here $m$ is the modal mass, $S$ the Huang-Rhys factor and $I_p$ the modified Bessel function of the first kind. The line shape is the comb $F(E)=\sum_p W_p\,\delta(E-p\hbar\omega)$.

## The model

With modal momentum $\Pi$, the lattice Hamiltonians before and after the transition are

$$H_i=\frac{\Pi^2}{2m}+\frac{m\omega^2q^2}{2},\qquad H_f=\frac{\Pi^2}{2m}+\frac{m\omega^2(q-d)^2}{2}-\Delta E.$$

$\Delta E$ is the energy released from minimum to minimum. Write $q=\sqrt{\hbar/2m\omega}\,(b+b^\dagger)$ and $N=b^\dagger b$, and define

$$D(\alpha)=e^{\alpha b^\dagger-\alpha^*b},\qquad D\equiv D(\sqrt S).$$

Since $[b^\dagger,b]=-1$, the commutator series ends after one term: $DbD^\dagger=b-\sqrt S$. The same shift applies to $b^\dagger$, so $q$ is shifted by $2\sqrt S\sqrt{\hbar/2m\omega}=d$. Hence $H_f=DH_iD^\dagger-\Delta E$. The final eigenstates are $D|n'\rangle$, with energies $\hbar\omega(n'+\tfrac12)-\Delta E$.

Assume that the electronic matrix element $V$ does not depend on $q$ (the Condon approximation) and is weak enough for first-order perturbation theory. The golden rule then gives

$$\Gamma=\frac{2\pi}{\hbar}|V|^2\sum_{n,n'}P_n\,|\langle n'|D^\dagger|n\rangle|^2\,\delta\big(\hbar\omega(n'-n)-\Delta E\big),$$

with $P_n=(1-y)y^n$ and $y=e^{-\hbar\omega/k_BT}$. The zero-point energies cancel because the frequencies are equal. Collecting terms with $n'-n=p$ gives $\Gamma=(2\pi/\hbar)|V|^2F(\Delta E)$ and

$$W_p=\sum_n P_n\,|\langle n+p|D^\dagger|n\rangle|^2. \tag{2}$$

For negative $p$ the sum starts at $n=|p|$.

## Simple case: a cold lattice

At $T=0$ only $n=0$ is occupied. If $[A,B]$ is a number, $e^{A+B}=e^Ae^Be^{-[A,B]/2}$. With $A=-\sqrt S\,b^\dagger$ and $B=\sqrt S\,b$ the commutator is $S$, so

$$D^\dagger=e^{-S/2}e^{-\sqrt S b^\dagger}e^{\sqrt S b}.$$

The right-hand exponential leaves $|0\rangle$ unchanged. The left-hand one supplies $(-\sqrt S)^p(b^\dagger)^p/p!$, and $(b^\dagger)^p|0\rangle=\sqrt{p!}\,|p\rangle$. Therefore

$$W_p(T=0)=e^{-S}\frac{S^p}{p!}\quad(p\ge0), \tag{3}$$

and $W_p=0$ for $p<0$, since a lattice in its ground state has no phonon to give up.

The running example has round parameters, not assigned to a particular defect: $\hbar\omega=50$ meV, $S=40$ and $p=10$. The relaxation energy is $S\hbar\omega=2$ eV and $\Delta E=0.5$ eV. Equation (3) gives $W_{10}=1.23\times10^{-8}$. The transition is possible without thermal energy, but the ground state overlaps weakly with a final level so far below the mean $p=40$.

## Generalization: the thermal sum

The double dependence on $n$ and $n'$ is handled by a generating function,

$$G(\theta)=\sum_pW_pe^{ip\theta}=\sum_{n,n'}P_n e^{i(n'-n)\theta}\langle n|D|n'\rangle\langle n'|D^\dagger|n\rangle.$$

The sum over $n'$ is $\sum_{n'}e^{in'\theta}|n'\rangle\langle n'|=e^{i\theta N}$, and $e^{-in\theta}$ can be written as $e^{-i\theta N}$ acting on $\langle n|$. Thus

$$G(\theta)=\sum_nP_n\langle n|\,e^{-i\theta N}De^{i\theta N}\,D^\dagger|n\rangle.$$

**Combining the displacements.** Because $b$ lowers $N$ by one, $e^{-i\theta N}be^{i\theta N}=be^{i\theta}$, and $b^\dagger$ acquires $e^{-i\theta}$. The rotated operator is $D(\alpha)$ with $\alpha=\sqrt S e^{-i\theta}$, while $D^\dagger=D(\beta)$ with $\beta=-\sqrt S$. The commutator of their exponents is $\alpha\beta^*-\alpha^*\beta$, so

$$D(\alpha)D(\beta)=D(\alpha+\beta)\,e^{(\alpha\beta^*-\alpha^*\beta)/2}.$$

The phase exponent is $\tfrac12S(e^{i\theta}-e^{-i\theta})=iS\sin\theta$. The remaining displacement is $\gamma=\sqrt S(e^{-i\theta}-1)$, with $|\gamma|^2=2S(1-\cos\theta)$.

**Thermal mean of one displacement.** Normal ordering gives $D(\gamma)=e^{-|\gamma|^2/2}e^{\gamma b^\dagger}e^{-\gamma^*b}$. In a diagonal element, equal powers of $b^\dagger$ and $b$ must be paired. Using $b^j|n\rangle=\sqrt{n!/(n-j)!}\,|n-j\rangle$,

$$\langle n|D(\gamma)|n\rangle=e^{-|\gamma|^2/2}\sum_{j=0}^n\binom nj\frac{(-|\gamma|^2)^j}{j!}.$$

Now sum over $n$ first. From $\sum_n\binom nj y^n=y^j/(1-y)^{j+1}$,

$$(1-y)\sum_n\binom nj y^n=\left(\frac{y}{1-y}\right)^j=\bar n^j.$$

The sum over $j$ is then an exponential series, and

$$\langle D(\gamma)\rangle=e^{-|\gamma|^2(\bar n+1/2)}.$$

**Assembly.** Inserting $|\gamma|^2$ and restoring the phase,

$$G(\theta)=\exp\big[-S(2\bar n+1)(1-\cos\theta)+iS\sin\theta\big].$$

Since $(2\bar n+1)\cos\theta+i\sin\theta=(\bar n+1)e^{i\theta}+\bar ne^{-i\theta}$, this equals

$$G(\theta)=\exp\big[-S(2\bar n+1)+S(\bar n+1)e^{i\theta}+S\bar ne^{-i\theta}\big]. \tag{4}$$

Two limits check it. At $\theta=0$ it gives $\sum_pW_p=1$. At $\bar n=0$ it becomes $\exp[S(e^{i\theta}-1)]$, whose coefficients are (3).

## From the generating function to the Bessel function

Expand the two exponentials in (4) separately. A term $e^{ip\theta}$ arises from $j+p$ factors $e^{i\theta}$ and $j$ factors $e^{-i\theta}$. For $p\ge0$,

$$W_p=e^{-S(2\bar n+1)}\sum_{j=0}^{\infty}\frac{[S(\bar n+1)]^{j+p}[S\bar n]^j}{(j+p)!\,j!}. \tag{5}$$

This is the distribution of the difference of two independent Poisson numbers with means $S(\bar n+1)$ and $S\bar n$. The index $j$ is a label of the expansion, not the initial level $n$ of (2).

Set $z=2S\sqrt{\bar n(\bar n+1)}$. The numerator in (5) is $S^{2j+p}[\bar n(\bar n+1)]^j(\bar n+1)^p$, while $(z/2)^{2j+p}=S^{2j+p}[\bar n(\bar n+1)]^{j+p/2}$. Their ratio is $[(\bar n+1)/\bar n]^{p/2}$, independent of $j$. What remains is the defining series

$$I_p(z)=\sum_{j=0}^\infty\frac{(z/2)^{2j+p}}{j!\,(j+p)!},$$

and (1) follows. For $p<0$ the roles of the two exponentials are exchanged: the series gives $I_{|p|}$ and the prefactor keeps the exponent $p/2$ with its sign.

**Example at 300 K.** Here $\bar n=0.16898$ and $z=35.556$. The three factors of (1) give

$$W_{10}=(5.716\times10^{-24})(1.584\times10^4)(4.504\times10^{13})=4.08\times10^{-6}.$$

This is about 330 times the zero-temperature value. Formula (1) was tested against (2), with the overlaps integrated numerically on a grid, for $-20\le p\le100$ at five temperatures from 100 to 600 K. The largest difference, relative to the direct sum, was $6\times10^{-9}$.

**Low-temperature limit.** Keep terms up to first order in $\bar n$ in (5). The prefactor contributes $-2S\bar n$, the power $(\bar n+1)^p$ contributes $p\bar n$, and the $j=1$ term contributes $S^2\bar n/(p+1)$:

$$W_p\simeq e^{-S}\frac{S^p}{p!}\left[1+\bar n\left(p-2S+\frac{S^2}{p+1}\right)\right].$$

For the example the inner bracket is $10-80+145.5=75.5$. At 100 K, $\bar n\approx0.0030$, so the predicted increase is about 23%. Formula (1) gives $W_{10}=1.533\times10^{-8}$ at 100 K, against $1.228\times10^{-8}$ at $T=0$, an increase of 25%. A small $\bar n$ alone is not enough for this expansion: its product with the inner bracket must be small too.

**Detailed balance.** Since $(\bar n+1)/\bar n=e^{\hbar\omega/k_BT}$, equation (1) gives

$$W_{-p}=e^{-p\hbar\omega/k_BT}\,W_p.$$

$W_{-p}$ is the weight of the reverse transition when the lattice starts in equilibrium in the other well, because the weights depend on $d$ through $d^2$. At 300 K the ratio for $p=10$ is $3.98\times10^{-9}$.

## Center, width and tail

Put $i\theta=s$ in (4) and define

$$K(s)=\ln G=S(\bar n+1)(e^s-1)+S\bar n(e^{-s}-1).$$

The derivatives of $K$ at $s=0$ are the cumulants of $p$. The first is the mean $S$, the second the variance $\sigma^2=S(2\bar n+1)$, and the third is again $S$. Heating broadens the line without moving its mean. In the example the variance grows from 53.5 at 300 K to 89.1 at 600 K, while the mean stays at 40.

For large widths the weights follow from the inverse Fourier integral. $G$ is entire and periodic in $\theta$, and $p$ is an integer, so the integration line may be displaced to any real $s$:

$$W_p=\frac1{2\pi}\int_{-\pi}^{\pi}e^{K(s+i\theta)-p(s+i\theta)}\,d\theta.$$

Choose $s$ such that $K'(s)=p$. The linear term in $\theta$ vanishes, the quadratic one is $-K''(s)\theta^2/2$, and for large $K''$ the Gaussian integral gives

$$W_p\simeq\frac{e^{K(s)-ps}}{\sqrt{2\pi K''(s)}}. \tag{6}$$

At $p=S$ the solution is $s=0$, and (6) gives $1/\sqrt{2\pi\sigma^2}$. At 300 K this is $1/\sqrt{2\pi\times53.52}=0.0545$, in agreement with the computed peak weight at $p=40$.

The value $p=10$ lies 30 quanta below the mean. A Gaussian with the correct mean and variance would give $0.0545\,e^{-900/107.0}\approx1.2\times10^{-5}$, three times too much. The third cumulant accounts for most of this. To leading order $s=(p-S)/\sigma^2$, and the cubic term adds $Ss^3/6$ to the exponent; the accompanying shift of the stationary point matters only at the next order. With $s=-30/53.5=-0.56$ the addition is about $-1.2$, a reduction by a factor of about 3. Correct first and second moments therefore do not guarantee a correct capture weight in the tail.

## Activation energy and the levels that carry the transition

Let $\beta=1/k_BT$ and define the local activation energy $E_a=-d\ln W_p/d\beta$. In (2) only $P_n$ depends on temperature, with $d\ln P_n/d\beta=-\hbar\omega(n-\bar n)$. Hence

$$E_a=\hbar\omega\big(\langle n\rangle_p-\bar n\big), \tag{7}$$

where $\langle n\rangle_p$ is the mean initial level weighted by its contribution to $W_p$. The activation energy is the excess vibrational energy of the lattices that make the transition.

At 300 K the weighted mean is 3.764, so $E_a=50\,(3.764-0.169)=180$ meV. The level $n=4$ contributes most, and $n=0$ supplies only 0.26% of the weight. The mode is mostly in its ground state, yet the transition proceeds mainly from excited levels, whose larger overlaps outweigh their small populations.

The Bessel form gives the same quantity without a level sum. For $p\ge0$,

$$\frac{\partial\ln W_p}{\partial\bar n}=-2S-\frac{p}{2\bar n(\bar n+1)}+\frac{S(2\bar n+1)}{\sqrt{\bar n(\bar n+1)}}\frac{I_p'(z)}{I_p(z)}.$$

Multiplying by $-d\bar n/d\beta=\hbar\omega\,\bar n(\bar n+1)$ yields

$$E_a=\hbar\omega\left[S(2\bar n+1)\sqrt{\bar n(\bar n+1)}\,\frac{I_p'(z)}{I_p(z)}-2S\bar n(\bar n+1)-\frac p2\right].$$

As $T\to0$, $I_p'/I_p\to p/z$. The first term tends to $p/2$ and cancels the last, so $E_a\to0$. This expression was tested against (7) at all five temperatures.

## The classical limit and its correction

Let $x=\hbar\omega/2k_BT$. Then $2\bar n+1=\coth x$, $(\bar n+1)/\bar n=e^{2x}$ and $z=S/\sinh x$. Substituting $s=v-x$ in the exponent of (6) turns it into

$$-S\coth x+px+z\cosh v-pv.$$

It is stationary at $z\sinh v=p$, where the second derivative is $z\cosh v=\sqrt{z^2+p^2}$. The part containing $v$ becomes, for small $p/z$,

$$\sqrt{z^2+p^2}-p\,\mathrm{arsinh}\frac pz= z-\frac{p^2}{2z}+\frac{p^4}{24z^3}+\dots$$

Next expand in $x$:

- $-S\coth x+z=-S\tanh(x/2)=-Sx/2+Sx^3/24+\dots$
- $-p^2/2z=-p^2x/2S-p^2x^3/12S+\dots$
- $p^4/24z^3=p^4x^3/24S^3+\dots$

The terms linear in $x$, including $px$, combine to $-x(S-p)^2/2S$. The cubic terms form a square. With the prefactor at leading order, $\sqrt{z^2+p^2}\to S/x$,

$$W_p\simeq\sqrt{\frac{\hbar\omega}{4\pi Sk_BT}}\;e^{-E_b/k_BT}\,e^{C},\qquad C=\frac{x^3(S^2-p^2)^2}{24S^3}, \tag{8}$$

$$E_b=\frac{(S\hbar\omega-\Delta E)^2}{4S\hbar\omega}.$$

The classical law is (8) without $e^C$. Its barrier is the crossing height of the parabolas. Equating the potentials gives $m\omega^2dq=S\hbar\omega-\Delta E$, because $m\omega^2d^2/2=S\hbar\omega$; inserting this $q$ into $m\omega^2q^2/2$ gives $E_b$. In the example $E_b=1.5^2/8=0.281$ eV.

$C$ is never negative. It vanishes only at $p=\pm S$, where the crossing lies at the minimum of one of the wells. Where $C$ outweighs the prefactor corrections dropped in (8), as at $p=10$ in the example, the quantum lattice is more effective than the classical one, since it can pass below the crossing point. Close to $p=\pm S$, $C$ is small and the prefactor corrections decide instead. At $p=\pm S$ equation (6) gives $W_p/W_p^{\rm cl}\simeq\sqrt{\tanh x/x}<1$. At $p=S$ this means that zero-point motion broadens the line and lowers its peak; in the example the ratio is 0.88 at 300 K. The estimate omits the correction to the Gaussian integral, of relative size $x/8S$, which competes with the $-x^2/6$ from $\sqrt{\tanh x/x}$. For the exact weights the inequality therefore requires $Sx$ above about $3/4$. The classical law needs $C\ll1$ as well as small $x$ and large $S/x$. For $|p|$ well below $S$ this means $Sx^3/24\ll1$, so a strongly coupled trap needs a higher temperature.

For $p=10$, with $E_a^{\rm cl}=E_b-k_BT/2$ from the classical law:

| $T$ (K) | $W_p$ | $W_p/W_p^{\rm cl}$ | $E_a$ (eV) | $E_a^{\rm cl}$ (eV) |
|---|---|---|---|---|
| 100 | $1.53\times10^{-8}$ | $2.1\times10^7$ | 0.011 | 0.277 |
| 200 | $2.41\times10^{-7}$ | 39 | 0.113 | 0.273 |
| 300 | $4.08\times10^{-6}$ | 3.5 | 0.180 | 0.268 |
| 400 | $2.69\times10^{-5}$ | 1.75 | 0.210 | 0.264 |
| 600 | $2.28\times10^{-4}$ | 1.19 | 0.229 | 0.255 |

At 600 K the correction factor $e^C=1.18$ nearly reproduces the ratio 1.19. At 300 K it gives 3.76 against 3.49. There $x=0.97$, so the expansion is outside its safe range and gives the size of the effect rather than a controlled value.

Because $C\propto\beta^3$, it changes the activation energy by $-3k_BTC$. With rising temperature this change falls only as $T^{-2}$, while $C$ itself falls as $T^{-3}$. At 600 K, $C=\ln1.18=0.166$ and $k_BT=0.0517$ eV, so the change is $-0.026$ eV, which matches the difference in the last row to this rounding; at 300 K the same estimate gives $-0.10$ eV against an actual $-0.09$ eV. The Arrhenius slope of the single weight $W_{10}$ near 300 K, read as a classical barrier, would give roughly 0.18 eV instead of 0.28 eV. The slope of a total rate also depends on the electronic continuum, as the next section shows.

## From the comb to a rate

Equation (1) gives the weights of delta functions. For one undamped mode and one sharp electronic transition, the golden rule gives zero or a divergence, not a finite rate. At the interface the silicon band supplies a continuum. Let band state $\kappa$ have occupation $f_\kappa$, matrix element $V_\kappa$ and released energy $\Delta E_\kappa$, with the same $S$ for all states. Summing the golden rule over $\kappa$ gives

$$\Gamma=\frac{2\pi}{\hbar}\sum_pW_p\,J(p\hbar\omega),\qquad J(E)=\sum_\kappa f_\kappa|V_\kappa|^2\delta(E-\Delta E_\kappa).$$

For a dense band $J$ is an ordinary function of energy, with steps if the carriers occupy the subbands of an inversion layer, and the rate is finite. Several values of $p$ may contribute, and $J$ brings its own temperature dependence through $f_\kappa$. For nondegenerate carriers $J$ is only about $k_BT$ wide. When $k_BT<\hbar\omega$, as in the example at 300 K, the rate therefore still depends on where the teeth of the comb fall relative to the band edge. This is a feature of the single-mode model, which a spread of mode frequencies smooths. The activation energy of the total rate therefore need not equal the $E_a$ of a single $W_p$.

The derivation also fixes where (1) ceases to apply. A change of frequency makes the zero-point energies differ and $H_f$ is no longer a displaced copy of $H_i$. For anharmonic wells the levels are in general not equally spaced and the overlaps differ from those used here, even when both wells have the same shape. A coordinate-dependent $V$ places an extra operator inside the overlaps. Several modes with different frequencies multiply their generating functions, and the product is in general not of the form (4) with a single frequency. The values behind the examples are listed in the numerical output below.

## Numbers as computed

```
Phonon energy: 50.0 meV
Huang-Rhys factor S: 40.0
Net phonons created p: 10
Relaxation energy S*hbar*omega: 2.000 eV
Released energy: 0.500 eV
Classical crossing barrier: 0.28125 eV
kT at 300 K: 0.025852 eV
Occupation at 300 K: 0.168984
Bessel argument at 300 K: 35.55634
Factor exp(-S(2n+1)) at 300 K: 5.71631e-24
Factor ((n+1)/n)^(p/2) at 300 K: 1.58422e+04
Factor I_p at 300 K: 4.50433e+13
W_p at 300 K, Bessel formula: 4.079069e-06
W_p at 300 K, direct sum: 4.079069e-06
W_p at zero temperature: 1.22760e-08
Largest relative error, Bessel vs direct sum: 6.2e-09
Ratio W_-p/W_p at 300 K, direct sum: 3.98446e-09
Boltzmann factor exp(-p*hbar*omega/kT): 3.98446e-09
Line at 300 K: mean p 40.0000, variance 53.5187
Line at 600 K: mean p 40.0000, variance 89.0751
Most probable p at 300 K: 40
Weight at the most probable p, 300 K: 0.05454
Mean initial level in transition, 300 K: 3.7640
Initial level contributing most, 300 K: 4
Share of W_p from level 0, 300 K: 0.2574 percent
Table for p above: weights are dimensionless, energies in eV
T(K)  W_p  W_classical  W_p/W_classical  E_a  E_a_classical
100  1.5329e-08  7.1910e-16  2.1317e+07  0.01083  0.27694
200  2.4142e-07  6.2153e-09  3.8843e+01  0.11291  0.27263
300  4.0791e-06  1.1690e-06  3.4894e+00  0.17975  0.26832
400  2.6940e-05  1.5365e-05  1.7533e+00  0.20959  0.26402
600  2.2752e-04  1.9041e-04  1.1949e+00  0.22923  0.25540
Leading correction factor to classical law, 300 K: 3.7612
Leading correction factor to classical law, 600 K: 1.1801
```
